**Light-hole lowering by split-off coupling in a hard-wall silicon well**

The program tests the formula \(\delta=\tfrac12\{\sqrt{(\Delta-2\gamma_2t)^2+32\gamma_2^2t^2}-(\Delta-2\gamma_2t)\}\) for the lowering of the first light-hole level at zero in-plane wave vector. Here \(t=\hbar^2\pi^2/(2m_0L^2)\), \(L\) is the well width, \(\Delta\) the spin-orbit splitting and \(\gamma_2\) a Luttinger parameter. It builds the six-component problem from \(p\) orbitals and spin, solves it by finite differences, and asserts that the six lowest levels, the lowering and the state's composition agree with the closed formulas. It also asserts the limits of zero and large \(\Delta\), the steady fall of \(\delta\) over a scan of \(\Delta\), and the failure of second-order perturbation theory for this film. For \(L=3\) nm, \(\Delta=44\) meV and \(\gamma_2=0.34\), the formula and the grid both give 33.13 meV. A finite barrier of 4.5 eV, with silicon's parameters kept inside it, reduces the lowering to 18.5 meV; the uncoupled level in that well is checked against the one-band finite-well equation. The output also sizes the effects of a transverse field, film thickness, the value of \(\gamma_2\) and remote bands.

## Check in Python

```python
# RESULT UNDER TEST
# Hard-wall (001) well, six-band Luttinger-Kohn holes at zero in-plane wave
# vector. Coupling to the split-off band lowers the first light-hole level by
#   delta = ( sqrt((D - 2 g2 t)^2 + 32 g2^2 t^2) - (D - 2 g2 t) ) / 2
# t  : hbar^2 pi^2 / (2 m0 L^2), the free-electron confinement energy
# L  : well width;  D : spin-orbit splitting;  g1, g2 : Luttinger parameters
# Hole energies are positive, measured from the bulk valence edge.
# Internal units: meV and nm.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e3 * 1e18   # hbar^2/2m0, meV nm^2
L, D, g1, g2 = 3.0, 44.0, 4.29, 0.34
T_ROOM = 300.0
t = HB * (np.pi / L)**2


def lowering(width, split, gam2):
    """Closed formula for the lowering, in meV."""
    tt = HB * (np.pi / width)**2
    gap = split - 2 * gam2 * tt
    return 0.5 * (np.sqrt(gap**2 + 32 * gam2**2 * tt**2) - gap)


# ---- operators in the basis (p_x, p_y, p_z) x (spin up, spin down)
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1.0, -1.0
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orb = [-1j * eps[a] for a in range(3)]
LS = sum(np.kron(orb[a], pauli[a] / 2) for a in range(3))
Jz = np.kron(orb[2], np.eye(2)) + np.kron(np.eye(3), pauli[2] / 2)
K6 = np.kron(np.diag([g1 - 2*g2, g1 - 2*g2, g1 + 4*g2]), np.eye(2))
SO6 = (np.eye(6) - 2 * LS) / 3        # 0 for j = 3/2, 1 for j = 1/2

# The j = 3/2 part of the orbital model must be Luttinger's Hamiltonian.
P32 = np.eye(6) - SO6
assert np.allclose(P32 @ P32, P32)
lutt = P32 @ ((g1 + 2.5*g2) * np.eye(6) - 2*g2 * Jz @ Jz) @ P32
assert np.allclose(P32 @ K6 @ P32, lutt)
assert np.allclose(Jz @ K6, K6 @ Jz) and np.allclose(Jz @ LS, LS @ Jz)

# ---- sector with J_z = +1/2: column 0 split-off, column 1 light hole
mj, vec = np.linalg.eigh(Jz)
sector = vec[:, np.abs(mj - 0.5) < 1e-8]
ls_val, ls_vec = np.linalg.eigh(sector.conj().T @ LS @ sector)
assert np.allclose(ls_val, [-1.0, 0.5])
U = sector @ ls_vec
link = U[:, 0].conj() @ K6 @ U[:, 1]
U[:, 0] *= link / abs(link)           # phase choice making the block real
K2 = (U.conj().T @ K6 @ U).real
SO2 = np.diag([1.0, 0.0])
assert np.allclose(K2, [[g1, 2*np.sqrt(2)*g2], [2*np.sqrt(2)*g2, g1 + 2*g2]])
pz_pure = np.sum(np.abs(U[4:6, :])**2, axis=0)
assert np.allclose(pz_pure, [1/3, 2/3])


def solve(kin, so, step, pot, count):
    """Lowest states of -HB kin d2/dz2 + so + pot on a uniform grid."""
    n = len(pot)
    lap = (2*np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)) * HB / step**2
    ham = np.kron(lap, kin) + np.kron(np.eye(n), so)
    ham = ham + np.kron(np.diag(pot), np.eye(len(kin)))
    return eigh(ham, subset_by_index=[0, count - 1])


# ---- full six-component well against the closed formulas
E_hh = (g1 - 2*g2) * t
E_lh4 = (g1 + 2*g2) * t
E_so0 = g1 * t + D
coupling = 2 * np.sqrt(2) * g2 * t
delta = lowering(L, D, g2)
E_low = E_lh4 - delta
E_up = E_so0 + delta
cells = 150
step = L / cells
flat = np.zeros(cells - 1)
val6, vec6 = solve(K6, D * SO6, step, flat, 6)
# Tolerance: the three-point grid error is about 0.01 meV at these energies.
assert np.allclose(val6, [E_hh, E_hh, E_low, E_low, E_up, E_up], atol=0.03)

one = K2[1:, 1:]                      # light hole with the coupling removed
zero = np.zeros((1, 1))
ref = solve(one, zero, step, flat, 1)[0][0]
delta_grid = ref - val6[2]
assert abs(delta_grid - delta) < 0.02

# ---- composition, averaged over the degenerate pair
pair = vec6[:, 2:4].reshape(cells - 1, 6, 2)
w_pz = np.sum(np.abs(pair[:, 4:6, :])**2) / 2
w_so = np.einsum('nip,ij,njp->', pair.conj(), SO6, pair).real / 2
gap = E_so0 - E_lh4
root = np.hypot(gap, 2 * coupling)
w_so_formula = 0.5 * (1 - gap / root)
w_pz_formula = (np.sqrt(2*(1 - w_so_formula)/3) - np.sqrt(w_so_formula/3))**2
assert abs(w_so - w_so_formula) < 1e-4
assert abs(w_pz - w_pz_formula) < 1e-4
kin_gain = 6 * g2 * t * (2/3 - w_pz)
so_cost = D * w_so
assert abs(kin_gain - so_cost - delta) < 0.02

# ---- limits and monotonic fall with the spin-orbit splitting
def lowering_matrix(split):
    return E_lh4 - np.linalg.eigvalsh(t * K2 + split * SO2)[0]


bound = 4 * g2 * t
assert abs(lowering_matrix(0.0) - bound) < 1e-8
big = 1e5
assert abs(lowering_matrix(big) * big / (8 * g2**2 * t**2) - 1) < 2e-3
scan = [lowering_matrix(s) for s in np.linspace(0, 1000, 101)]
assert np.all(np.diff(scan) < 0)
second_order = coupling**2 / gap
assert coupling > gap and second_order > bound

# ---- finite oxide barrier, silicon parameters kept in the barrier
V_ox = 4500.0


def barrier_levels(points):
    """Uncoupled and coupled first levels; walls lie between grid points."""
    h = L / points
    side = int(round(1.0 / h))
    pot = np.r_[np.full(side, V_ox), np.zeros(points), np.full(side, V_ox)]
    bare = solve(one, zero, h, pot, 1)[0][0]
    full = solve(K2, D * SO2, h, pot, 1)[0][0]
    return np.array([bare, full])


fin = barrier_levels(240)
assert np.max(np.abs(fin - barrier_levels(120))) < 0.5
a_lh = HB * (g1 + 2*g2)


def match(k):
    return k*np.sin(k*L/2) - np.sqrt(V_ox/a_lh - k*k)*np.cos(k*L/2)


k_fin = brentq(match, 1e-6, np.pi / L)
assert abs(a_lh * k_fin**2 - fin[0]) < 0.3
delta_fin = fin[0] - fin[1]

# ---- transverse field, potential measured from the middle of the film
F_MV = 0.5
slope = F_MV * 1e8 * 1e-9 * 1e3       # meV per nm
z = step * np.arange(1, cells)
tilt = slope * (z - L/2)
f_bare = solve(one, zero, step, tilt, 1)[0][0]
f_full = solve(K2, D * SO2, step, tilt, 1)[0][0]
delta_field = f_bare - f_full

# ---- thickness, parameter spread, remote bands, temperature
layer = sc.physical_constants['lattice parameter of silicon'][0] * 1e9 / 4
E_remote = 3400.0
fraction = E_low / E_remote
delta_remote = lowering(L, D, g2 * (1 - fraction))
kT = sc.k * T_ROOM / sc.e * 1e3
split_with, split_without = E_low - E_hh, E_lh4 - E_hh


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Well width L", L, "nm", 1)
show("Spin-orbit splitting", D, "meV", 1)
show("Luttinger gamma1 (rough)", g1, "")
show("Luttinger gamma2 (rough)", g2, "")
show("hbar^2/(2 m0)", HB, "meV nm^2", 3)
show("Confinement unit t", t, "meV", 3)
show("Heavy-hole level", E_hh, "meV")
show("Light-hole level, no coupling", E_lh4, "meV")
show("Split-off level, no coupling", E_so0, "meV")
show("Spacing of these two levels", gap, "meV")
show("Off-diagonal coupling", coupling, "meV")
show("Square root in formula", root, "meV")
show("Lower root (light hole)", E_low, "meV")
show("Upper root", E_up, "meV")
show("LOWERING, formula", delta, "meV")
show("LOWERING, six-component grid", delta_grid, "meV")
show("LOWERING in Hartree units",
     delta * 1e-3 / sc.physical_constants['Hartree energy in eV'][0],
     "Ha", 6)
show("Split-off weight of lower state", w_so, "", 4)
show("p_z weight of lower state", w_pz, "", 4)
show("Kinetic gain from mixing", kin_gain, "meV")
show("Spin-orbit cost of mixing", so_cost, "meV")
show("Upper bound 4 gamma2 t", bound, "meV")
show("Second-order estimate, actual spacing", second_order, "meV")
show("Large-splitting estimate 8 g2^2 t^2/D", coupling**2 / D, "meV")
show("HH-LH spacing with coupling", split_with, "meV")
show("HH-LH spacing without coupling", split_without, "meV")
show("Temperature", T_ROOM, "K", 0)
show("Thermal energy kT", kT, "meV")
show("Edge Boltzmann factor with coupling", np.exp(-split_with/kT), "", 3)
show("Edge Boltzmann factor without", np.exp(-split_without/kT), "", 3)
show("Oxide barrier (rough)", V_ox / 1e3, "eV", 1)
show("Finite barrier: LH level, no coupling", fin[0], "meV", 1)
show("Finite barrier: LH level, coupled", fin[1], "meV", 1)
show("Finite barrier: lowering", delta_fin, "meV", 1)
show("Transverse field", F_MV, "MV/cm", 1)
show("Field: shift of coupled LH level", f_full - val6[2], "meV")
show("Field: lowering", delta_field, "meV")
show("One atomic layer", layer, "nm", 4)
show("Lowering, one layer thinner", lowering(L - layer, D, g2), "meV", 1)
show("Lowering, one layer thicker", lowering(L + layer, D, g2), "meV", 1)
show("Lowering for gamma2 = 0.32", lowering(L, D, 0.32), "meV", 1)
show("Lowering for gamma2 = 0.36", lowering(L, D, 0.36), "meV", 1)
show("Remote-band gap (rough)", E_remote / 1e3, "eV", 1)
show("LH level / remote-band gap", fraction, "", 3)
show("Lowering with gamma2 cut by that share", delta_remote, "meV", 1)
print("checks complete")
```

Output:

```
Well width L: 3.0 nm
Spin-orbit splitting: 44.0 meV
Luttinger gamma1 (rough): 4.29
Luttinger gamma2 (rough): 0.34
hbar^2/(2 m0): 38.100 meV nm^2
Confinement unit t: 41.781 meV
Heavy-hole level: 150.83 meV
Light-hole level, no coupling: 207.65 meV
Split-off level, no coupling: 223.24 meV
Spacing of these two levels: 15.59 meV
Off-diagonal coupling: 40.18 meV
Square root in formula: 81.86 meV
Lower root (light hole): 174.52 meV
Upper root: 256.38 meV
LOWERING, formula: 33.13 meV
LOWERING, six-component grid: 33.13 meV
LOWERING in Hartree units: 0.001218 Ha
Split-off weight of lower state: 0.4048
p_z weight of lower state: 0.0690
Kinetic gain from mixing: 50.94 meV
Spin-orbit cost of mixing: 17.81 meV
Upper bound 4 gamma2 t: 56.82 meV
Second-order estimate, actual spacing: 103.56 meV
Large-splitting estimate 8 g2^2 t^2/D: 36.69 meV
HH-LH spacing with coupling: 23.69 meV
HH-LH spacing without coupling: 56.82 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Edge Boltzmann factor with coupling: 0.400
Edge Boltzmann factor without: 0.111
Oxide barrier (rough): 4.5 eV
Finite barrier: LH level, no coupling: 160.4 meV
Finite barrier: LH level, coupled: 142.0 meV
Finite barrier: lowering: 18.5 meV
Transverse field: 0.5 MV/cm
Field: shift of coupled LH level: -1.57 meV
Field: lowering: 33.53 meV
One atomic layer: 0.1358 nm
Lowering, one layer thinner: 38.1 meV
Lowering, one layer thicker: 28.9 meV
Lowering for gamma2 = 0.32: 30.2 meV
Lowering for gamma2 = 0.36: 36.1 meV
Remote-band gap (rough): 3.4 eV
LH level / remote-band gap: 0.051
Lowering with gamma2 cut by that share: 30.5 meV
checks complete
```
